# Shot noise and thermal noise of a diode at zero bias: a numerical check

```python
# Result under test: two independent Poisson currents of a diode, forward
# I0*exp(qV/kT) and reverse I0, have at V = 0 the total shot noise
# 4*q*I0 = 4*k*T/R0, where R0 = dV/dI at V = 0 (ideality one).
# With ideality n, taking I0 as each one-way current gives n times 4*k*T/R0.
# q: elementary charge, k: Boltzmann constant, T: temperature, V: voltage,
# I0: saturation current. Spectral densities are one-sided.
# Example: InAs photodiode, rough typical parameters, lengths in cm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.signal import lfilter, periodogram

q, k, h = const.e, const.k, const.h
rng = np.random.default_rng(12345)

# ---------- pulse trains: does the noise of two streams add? ----------
def event_times(rate, duration):
    waits = rng.exponential(1 / rate, int(1.02 * rate * duration))
    times = np.cumsum(waits)
    assert times[-1] > duration
    return times[times < duration]

def simulate(v, copied=False):
    """Mean and low-frequency density of a unit-charge pulse current."""
    dt, bins, base_rate = 0.05, 2**20, 5.0
    duration = dt * bins
    forward = event_times(base_rate * np.exp(v), duration)
    if copied:
        reverse = forward + 0.3
        reverse = reverse[reverse < duration]
    else:
        reverse = event_times(base_rate, duration)
    def train(times):
        index = np.minimum((times / dt).astype(int), bins - 1)
        return np.bincount(index, minlength=bins) / dt
    decay = np.exp(-dt / 0.2)
    current = lfilter([1 - decay], [1, -decay], train(forward))
    current = current - lfilter(np.ones(6) / 6, [1.0], train(reverse))
    freq, density = periodogram(current, fs=1 / dt)
    low = (freq > 0) & (freq < 0.1)
    expected = 2 * base_rate * (np.exp(v) + 1)
    return current.mean(), density[low].mean() / expected

mean_zero, ratio_zero = simulate(0.0)
mean_forward, ratio_forward = simulate(1.0)
mean_copied, ratio_copied = simulate(0.0, copied=True)
# tolerances: about 1.4 % sampling error of the averaged periodogram
assert abs(mean_zero) < 0.07
assert abs(mean_forward - 5 * (np.e - 1)) < 0.1
assert abs(ratio_zero - 1) < 0.07
assert abs(ratio_forward - 1) < 0.07
assert ratio_copied < 0.05

# ---------- minority-carrier diffusion solved on a grid ----------
def edge_flux(excess, length, contact="ohmic", points=4000):
    """-du/dx at x=0 for u''=u, u(0)=excess; x in diffusion lengths."""
    step = length / points
    bands = np.ones((3, points))
    bands[1] = -(2 + step**2)
    if contact == "ohmic":
        bands[2, -2], bands[1, -1] = 0.0, 1.0
    else:
        bands[2, -2] = 2.0
    source = np.zeros(points)
    source[0] = -excess
    u = solve_banded((1, 1), bands, source)
    return (3 * excess - 4 * u[0] + u[1]) / (2 * step)

# ---------- InAs photodiode, rough typical values ----------
T = 300.0
mass_e, mass_h = 0.023, 0.41
gap_300, gap_slope = 0.354, -0.26e-3       # eV, eV/K
donors, acceptors = 1e16, 1e18             # cm^-3
mobility_h, mobility_e = 200.0, 1e4        # cm2/Vs, minority carriers
life_h, life_e = 100e-9, 1e-9              # s
diameter = 0.1                             # cm
permittivity = 15 * const.epsilon_0 / 100  # F/cm
bandwidth = 1e5                            # Hz
series_R, amp_noise, p_layer = 1.0, 1e-9, 2e-4  # ohm, V/rtHz, cm
area = np.pi * diameter**2 / 4

def band_density(mass, temp):
    return 2e-6 * (2 * np.pi * mass * const.m_e * k * temp / h**2)**1.5

def material(temp):
    vt = k * temp / q
    gap = gap_300 + gap_slope * (temp - 300)
    ni2 = band_density(mass_e, temp) * band_density(mass_h, temp)
    ni2 *= np.exp(-gap / vt)
    diff_h, diff_e = mobility_h * vt, mobility_e * vt
    len_h, len_e = np.sqrt(diff_h * life_h), np.sqrt(diff_e * life_e)
    j_h = q * ni2 * diff_h / (len_h * donors)
    j_e = q * ni2 * diff_e / (len_e * acceptors)
    return np.sqrt(ni2), len_h, len_e, j_h, j_e

vt = k * T / q
ni, len_h, len_e, j_h, j_e = material(T)
J0 = j_h + j_e
I0 = J0 * area
R0 = vt / I0

def grid_current(voltage):
    """Diode current from solved carrier profiles on both sides."""
    total = 0.0
    for doping, mob, life in ((donors, mobility_h, life_h),
                              (acceptors, mobility_e, life_e)):
        diff = mob * vt
        excess = ni**2 / doping * np.expm1(voltage / vt)
        total += q * diff * edge_flux(excess, 15.0) / np.sqrt(diff * life)
    return total * area

dV = 1e-4
G_grid = (grid_current(dV) - grid_current(-dV)) / (2 * dV)
S_shot = 2 * q * (I0 + I0)
S_thermal = 4 * k * T * G_grid
assert abs(S_shot / S_thermal - 1) < 1e-4
assert abs(G_grid * R0 - 1) < 1e-4
for bias in (-0.1, 0.05):
    law = I0 * np.expm1(bias / vt)
    assert abs(grid_current(bias) / law - 1) < 1e-4

# ---------- ideality other than one ----------
def ideal_law(v, n):
    return np.expm1(v / n)                 # current / I0, v = qV/kT

n_test, dv = 1.5, 1e-4
slope_n = (ideal_law(dv, n_test) - ideal_law(-dv, n_test)) / (2 * dv)
naive_ratio = 1 / slope_n                  # 4*q*I0 over 4*k*T*G
one_way = ideal_law(1e-6, n_test) / np.expm1(1e-6)
assert abs(naive_ratio - n_test) < 1e-6
assert abs(one_way - 1 / n_test) < 1e-5
assert abs(one_way / slope_n - 1) < 1e-5

# Midgap trap; rates in units of its capture rate at intrinsic density.
def trap_matrix(v, field):
    x = np.exp(v / 2)                      # electron = hole density / ni
    return np.array([[-(x + 1), np.exp(-field) + x],
                     [x * np.exp(field) + 1, -(x + 1)]])

def trap_rate(v):
    x = np.exp(v / 2)
    balance = np.vstack([trap_matrix(v, 0.0)[0], [1.0, 1.0]])
    empty, full = np.linalg.solve(balance, [0.0, 1.0])
    return x * empty - full                # net electron capture

def growth(field):
    return np.linalg.eigvals(trap_matrix(0.0, field)).real.max()

for v in (-3.0, 0.7, 4.0):
    assert abs(trap_rate(v) - 0.5 * np.expm1(v / 2)) < 1e-10
step = 1e-2
trap_variance = (growth(step) - 2 * growth(0.0) + growth(-step)) / step**2
trap_slope = (trap_rate(1e-3) - trap_rate(-1e-3)) / 2e-3
trap_I0 = -trap_rate(-80.0)
trap_ratio = trap_variance / (2 * trap_slope)
trap_naive = 2 * trap_I0 / (2 * trap_slope)
assert abs(trap_ratio - 1) < 1e-4
assert abs(trap_naive - 2) < 1e-4

# ---------- effects left out of the model ----------
alpha = (1 - mass_e)**2 * vt / gap_300     # non-parabolicity times kT
band_integral = quad(lambda e: np.sqrt(e * (1 + alpha * e))
                     * (1 + 2 * alpha * e) * np.exp(-e), 0, 60)[0]
nonparabolic = band_integral / (np.sqrt(np.pi) / 2)

def fermi_half(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda e: np.sqrt(e) / (1 + np.exp(e - eta)), 0, 60)[0]

def minority_factor(filling):
    eta = brentq(lambda y: fermi_half(y) - filling, -10, 5)
    return filling * np.exp(-eta)

degenerate = (j_h * minority_factor(donors / band_density(mass_e, T))
              + j_e * minority_factor(acceptors / band_density(mass_h, T))) / J0
thin = p_layer / len_e
thin_ohmic = (j_h + j_e * edge_flux(1.0, thin, "ohmic")) / J0
thin_blocking = (j_h + j_e * edge_flux(1.0, thin, "blocking")) / J0
assert abs(edge_flux(1.0, thin, "ohmic") * np.tanh(thin) - 1) < 1e-4
assert abs(edge_flux(1.0, thin, "blocking") / np.tanh(thin) - 1) < 1e-4

built_in = vt * np.log(donors * acceptors / ni**2)
width = np.sqrt(2 * permittivity * built_in / q
                * (1 / donors + 1 / acceptors))
peak_field = 2 * built_in / width
generation_bound = q * ni * width / (4 * life_h) / J0
assert built_in < gap_300                  # bands do not overlap
omega_tau = 2 * np.pi * bandwidth * life_h
frequency_rise = np.sqrt(1 + 1j * omega_tau).real - 1
series_factor = np.sqrt(R0 / (R0 + series_R))
T_warm = 320.0
J0_warm = sum(material(T_warm)[3:])
S_reverse = 2 * q * I0 * (1 + np.exp(-0.1 / vt))

def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())

show("Simulated/expected noise, zero bias", ratio_zero, digits=3)
show("Simulated/expected noise, qV/kT = 1", ratio_forward, digits=3)
show("Same ratio, reverse stream copied", ratio_copied, digits=2)
show("Temperature", T, "K")
show("Thermal voltage kT/q", vt * 1e3, "mV")
show("Electron mass", mass_e, "m_e")
show("Hole mass", mass_h, "m_e")
show("Band gap", gap_300, "eV")
show("Donor density, n side", donors, "cm^-3")
show("Acceptor density, p side", acceptors, "cm^-3")
show("Minority hole mobility", mobility_h, "cm2/Vs")
show("Minority electron mobility", mobility_e, "cm2/Vs")
show("Minority hole lifetime", life_h * 1e9, "ns")
show("Minority electron lifetime", life_e * 1e9, "ns")
show("Relative permittivity", permittivity * 100 / const.epsilon_0)
show("Diode diameter", diameter * 10, "mm")
show("Diode area", area, "cm2")
show("Intrinsic density", ni, "cm^-3")
show("Hole diffusion length", len_h * 1e4, "um")
show("Electron diffusion length", len_e * 1e4, "um")
show("Hole part of J0", j_h, "A/cm2")
show("Electron part of J0", j_e, "A/cm2")
show("Saturation current density J0", J0, "A/cm2")
show("Saturation current I0", I0 * 1e3, "mA")
show("Transfers per second, each way", I0 / q, "1/s")
show("Zero-bias resistance R0", R0, "ohm")
show("Resistance-area product", R0 * area, "ohm cm2")
show("Shot noise 4qI0", S_shot, "A2/Hz", 5)
show("Thermal noise from grid conductance", S_thermal, "A2/Hz", 5)
show("Shot/thermal minus one", S_shot / S_thermal - 1, digits=2)
show("Noise current density", np.sqrt(S_shot) * 1e12, "pA/rtHz")
show("Bandwidth", bandwidth / 1e3, "kHz")
show("RMS noise current", np.sqrt(S_shot * bandwidth) * 1e9, "nA")
show("Noise density at -100 mV", np.sqrt(S_reverse) * 1e12, "pA/rtHz")
show("Naive/thermal noise, n = 1.5", naive_ratio)
show("One-way current/I0, n = 1.5", one_way)
show("Trap (n = 2) noise/thermal", trap_ratio)
show("Trap (n = 2) naive sum/thermal", trap_naive)
show("J0 factor, non-parabolic band", nonparabolic, digits=3)
show("J0 factor, majority degeneracy", degenerate, digits=3)
show("Thin p layer thickness", p_layer * 1e4, "um")
show("J0 factor, thin p, ohmic contact", thin_ohmic, digits=3)
show("J0 factor, thin p, blocking contact", thin_blocking, digits=3)
show("Built-in energy", built_in, "eV", 3)
show("Depletion width", width * 1e7, "nm", 3)
show("Peak field", peak_field / 1e6, "MV/cm", 2)
show("Depletion/diffusion conductance, bound", generation_bound, digits=2)
show("Series resistance", series_R, "ohm")
show("Noise amplitude factor, series R", series_factor)
show("Amplifier voltage noise", amp_noise * 1e9, "nV/rtHz")
show("Amplifier noise / R0", amp_noise / R0 * 1e12, "pA/rtHz", 3)
show("Hole conductance rise at 100 kHz", frequency_rise, digits=2)
show("hf/kT at 100 kHz", h * bandwidth / (k * T), digits=2)
show("Gap slope", gap_slope * 1e3, "meV/K")
show("Warmer device temperature", T_warm, "K")
show("J0 factor, warmer device", J0_warm / J0, digits=3)
show("Noise amplitude factor, warmer", np.sqrt(J0_warm / J0), digits=3)
print("all good")
```

Running it gives:

```
Simulated/expected noise, zero bias: 1.01
Simulated/expected noise, qV/kT = 1: 1.02
Same ratio, reverse stream copied: 0.0041
Temperature: 300 K
Thermal voltage kT/q: 25.85 mV
Electron mass: 0.023 m_e
Hole mass: 0.41 m_e
Band gap: 0.354 eV
Donor density, n side: 1e+16 cm^-3
Acceptor density, p side: 1e+18 cm^-3
Minority hole mobility: 200 cm2/Vs
Minority electron mobility: 1e+04 cm2/Vs
Minority hole lifetime: 100 ns
Minority electron lifetime: 1 ns
Relative permittivity: 15
Diode diameter: 1 mm
Diode area: 0.007854 cm2
Intrinsic density: 8.072e+14 cm^-3
Hole diffusion length: 7.191 um
Electron diffusion length: 5.084 um
Hole part of J0: 0.07507 A/cm2
Electron part of J0: 0.05308 A/cm2
Saturation current density J0: 0.1281 A/cm2
Saturation current I0: 1.006 mA
Transfers per second, each way: 6.282e+15 1/s
Zero-bias resistance R0: 25.69 ohm
Resistance-area product: 0.2017 ohm cm2
Shot noise 4qI0: 6.4501e-22 A2/Hz
Thermal noise from grid conductance: 6.4501e-22 A2/Hz
Shot/thermal minus one: 2.8e-06
Noise current density: 25.4 pA/rtHz
Bandwidth: 100 kHz
RMS noise current: 8.031 nA
Noise density at -100 mV: 18.15 pA/rtHz
Naive/thermal noise, n = 1.5: 1.5
One-way current/I0, n = 1.5: 0.6667
Trap (n = 2) noise/thermal: 1
Trap (n = 2) naive sum/thermal: 2
J0 factor, non-parabolic band: 1.28
J0 factor, majority degeneracy: 0.955
Thin p layer thickness: 2 um
J0 factor, thin p, ohmic contact: 1.69
J0 factor, thin p, blocking contact: 0.741
Built-in energy: 0.249 eV
Depletion width: 204 nm
Peak field: 0.024 MV/cm
Depletion/diffusion conductance, bound: 0.052
Series resistance: 1 ohm
Noise amplitude factor, series R: 0.9811
Amplifier voltage noise: 1 nV/rtHz
Amplifier noise / R0: 38.9 pA/rtHz
Hole conductance rise at 100 kHz: 0.00049
hf/kT at 100 kHz: 1.6e-08
Gap slope: -0.26 meV/K
Warmer device temperature: 320 K
J0 factor, warmer device: 3.56
Noise amplitude factor, warmer: 1.89
all good
```
